**Lattice harmonics for any finite site group**

The program averages the real matrices $D^l(g)$ over a group $G$ of orthogonal matrices $g$ to form the projector $P$, then extracts an orthonormal basis by diagonal pivoting. It asserts that the matrices agree with overlap integrals of real spherical harmonics $S_{lm}$ evaluated by quadrature. For the 32 crystallographic point groups and the icosahedral group, with $l=0$ to 12, it asserts that $P$ is symmetric and idempotent and that its trace equals both the character average and an independent count of invariant polynomials. The resulting functions are also evaluated at transformed points to test their invariance. The output lists dimensions for selected groups, cubic harmonics in two frames, and the failure of an incomplete list of operations. For a trigonal shell of six point charges, it compares the lattice-harmonic series with the direct Coulomb sum and asserts the truncation bound. A final test shows that turning the group by 30° relative to the ligands discards about 85% of the squared $l=4$ field coefficients.

## Numerical verification

```python
"""Lattice harmonics of a finite site group G.
Result under test: P = average over g in G of the real matrices D^l(g) is the
orthogonal projector on the G-invariant functions of degree l; its rank is the
average character; pivoted orthonormalisation of its columns gives a basis.
Symbols: g = orthogonal 3x3 matrix, S_lm = real spherical harmonic (m=-l..l,
cosine type for m>0, sine type for m<0, no Condon-Shortley sign),
S_lm(g^-1 r) = sum_m' S_lm'(r) D_m'm(g). Columns of a basis = harmonics.
"""
from functools import lru_cache
from itertools import permutations
from math import factorial
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.special import lpmv

LMAX = 12
rng = np.random.default_rng(7)


def real_harmonics(l, points):
    """Values of S_lm at unit vectors; one row per point."""
    z = np.clip(points[:, 2], -1, 1)
    phi = np.arctan2(points[:, 1], points[:, 0])
    out = np.zeros((len(points), 2 * l + 1))
    for m in range(l + 1):
        norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
        legendre = (-1)**m * norm * lpmv(m, l, z)
        if m == 0:
            out[:, l] = legendre
        else:
            out[:, l + m] = np.sqrt(2) * legendre * np.cos(m * phi)
            out[:, l - m] = np.sqrt(2) * legendre * np.sin(m * phi)
    return out


@lru_cache(maxsize=None)
def real_generators(l):
    """Real antisymmetric matrices -i L_k in the basis S_lm."""
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    momenta = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
    u = np.zeros((2*l + 1, 2*l + 1), complex)
    u[l, l] = 1
    for k in range(1, l + 1):
        u[l + k, l + k] = (-1)**k / np.sqrt(2)
        u[l - k, l + k] = 1 / np.sqrt(2)
        u[l + k, l - k] = (-1)**k / (1j * np.sqrt(2))
        u[l - k, l - k] = -1 / (1j * np.sqrt(2))
    gens = [-1j * u.conj().T @ op @ u for op in momenta]
    for a in gens:
        assert np.abs(a.imag).max() < 1e-12
        assert np.abs(a + a.T).max() < 1e-12
    return [a.real for a in gens]


def rep_matrix(l, g):
    sign = int(round(np.linalg.det(g)))
    vector = Rotation.from_matrix(sign * g).as_rotvec()
    return sign**l * expm(sum(v * a for v, a in zip(vector, real_generators(l))))


def character(l, g):
    sign = int(round(np.linalg.det(g)))
    angle = np.arccos(np.clip((sign * np.trace(g) - 1) / 2, -1, 1))
    return sign**l * (1 + 2 * sum(np.cos(m * angle) for m in range(1, l + 1)))


def key(g):
    return tuple((np.round(g, 6) + 0.0).ravel())


def close_group(generators):
    elements = [np.eye(3)]
    seen = {key(elements[0])}
    for g in elements:            # the list grows while it is scanned
        for h in generators:
            new = h @ g
            if key(new) not in seen:
                seen.add(key(new))
                elements.append(new)
                assert len(elements) <= 200, "operations do not close"
    return elements


def projector(l, operations):
    return sum(rep_matrix(l, g) for g in operations) / len(operations)


def orthonormal_range(p):
    """Diagonal-pivoted orthonormalisation of the columns of a projector."""
    size = len(p)
    count = int(round(np.trace(p)))
    rest, basis, pivots = p.copy(), np.zeros((size, count)), []
    for a in range(count):
        j = int(np.argmax(np.round(np.diag(rest), 9)))   # stable choice in ties
        assert rest[j, j] > (count - a) / size - 1e-8
        basis[:, a] = rest[:, j] / np.sqrt(rest[j, j])
        rest = rest - np.outer(basis[:, a], basis[:, a])
        assert np.abs(rest[j]).max() < 1e-9
        pivots.append(j)
    assert np.abs(rest).max() < 1e-9
    for a in range(count):
        assert np.abs(basis[pivots[a], a + 1:]).max(initial=0) < 1e-9
    return basis


def polynomial_count(group, lmax):
    """Invariant harmonics per degree from (1-t^2) <1/det(1-t g)>."""
    total = np.zeros(lmax + 1)
    for g in group:
        c = np.poly(g).real
        series = np.zeros(lmax + 1)
        series[0] = 1
        for n in range(1, lmax + 1):
            series[n] = -sum(c[k] * series[n - k] for k in range(1, min(3, n) + 1))
        total += series / len(group)
    total[2:] -= total[:-2].copy()
    return total


def turn(axis, degrees):
    axis = np.array(axis, float)
    return Rotation.from_rotvec(
        np.radians(degrees) * axis / np.linalg.norm(axis)).as_matrix()


def show(vector, l):
    return " ".join(f"{vector[l + m]:+.6f}*S({l},{m})"
                    for m in range(-l, l + 1) if abs(vector[l + m]) > 1e-8)


# Exact quadrature on the sphere for products of two harmonics up to LMAX
nodes, weights = np.polynomial.legendre.leggauss(LMAX + 2)
phis = 2 * np.pi * np.arange(2*LMAX + 3) / (2*LMAX + 3)
zz, pp = np.meshgrid(nodes, phis, indexing="ij")
ss = np.sqrt(1 - zz**2)
sphere = np.stack([ss*np.cos(pp), ss*np.sin(pp), zz], -1).reshape(-1, 3)
sphere_w = np.repeat(weights * 2*np.pi / len(phis), len(phis))

# Representation matrices and characters against the defining overlap integral
worst_d = 0.0
r1, r2 = Rotation.random(2, random_state=3).as_matrix()
for l in range(LMAX + 1):
    s0 = real_harmonics(l, sphere)
    assert np.allclose(s0.T @ (sphere_w[:, None] * s0), np.eye(2*l + 1), atol=1e-10)
    for g in (r1, -r2, turn([0, 0, 1], 180), -turn([1, 1, 0], 180)):
        overlap = s0.T @ (sphere_w[:, None] * real_harmonics(l, sphere @ g))
        worst_d = max(worst_d, np.abs(overlap - rep_matrix(l, g)).max())
        assert abs(np.trace(overlap) - character(l, g)) < 1e-9
    assert np.allclose(rep_matrix(l, r1) @ rep_matrix(l, -r2),
                       rep_matrix(l, -r1 @ r2), atol=1e-10)
assert worst_d < 1e-10

inv = -np.eye(3)
c2, c3, c4, c6 = (turn([0, 0, 1], 360 / n) for n in (2, 3, 4, 6))
x2, d3 = turn([1, 0, 0], 180), turn([1, 1, 1], 120)
golden = (1 + np.sqrt(5)) / 2
generator_sets = {
    "C1": [], "Ci": [inv], "C2": [c2], "Cs": [-c2], "C2h": [c2, inv],
    "D2": [c2, x2], "C2v": [c2, -x2], "D2h": [c2, x2, inv],
    "C4": [c4], "S4": [-c4], "C4h": [c4, inv], "D4": [c4, x2],
    "C4v": [c4, -x2], "D2d": [-c4, x2], "D4h": [c4, x2, inv],
    "C3": [c3], "S6": [c3, inv], "D3": [c3, x2], "C3v": [c3, -x2],
    "D3d": [c3, x2, inv], "C6": [c6], "C3h": [-c6], "C6h": [c6, inv],
    "D6": [c6, x2], "C6v": [c6, -x2], "D3h": [-c6, x2], "D6h": [c6, x2, inv],
    "T": [c2, d3], "Th": [c2, d3, inv], "O": [c4, d3], "Td": [-c4, d3],
    "Oh": [c4, d3, inv], "Ih": [turn([0, 1, golden], 72), d3, inv]}

groups, dims, bases = {}, {}, {}
test_points = rng.normal(size=(5, 3))
test_points /= np.linalg.norm(test_points, axis=1)[:, None]
worst_p = worst_inv = 0.0
for name, gens in generator_sets.items():
    group = groups[name] = close_group(gens)
    poly = polynomial_count(group, LMAX)
    moved = np.vstack([test_points @ g for g in group])
    dims[name] = []
    for l in range(LMAX + 1):
        p = projector(l, group)
        worst_p = max(worst_p, np.abs(p @ p - p).max(), np.abs(p - p.T).max())
        by_character = sum(character(l, g) for g in group) / len(group)
        assert abs(np.trace(p) - by_character) < 1e-8
        assert abs(by_character - poly[l]) < 1e-8
        basis = orthonormal_range(p)
        n = basis.shape[1]
        assert abs(by_character - n) < 1e-8
        assert np.allclose(basis.T @ basis, np.eye(n), atol=1e-9)
        if n:
            before = real_harmonics(l, test_points) @ basis
            after = real_harmonics(l, moved) @ basis
            worst_inv = max(worst_inv,
                            np.abs(after - np.tile(before, (len(group), 1))).max())
        dims[name].append(n)
        bases[name, l] = basis
assert worst_p < 1e-9 and worst_inv < 1e-8

print(f"groups tested: {len(groups)}, degrees l = 0..{LMAX}")
print(f"largest error of D against integral: {worst_d:.1e}")
print(f"largest error of P^2=P, P^T=P: {worst_p:.1e}")
print(f"largest invariance error at points: {worst_inv:.1e}")
print("number of lattice harmonics for l = 0.." + str(LMAX))
for name in ("C1", "C2v", "C4v", "D3d", "D6h", "Td", "O", "Oh", "Ih"):
    print(f"{name:4s} order {len(groups[name]):3d}:", *dims[name])

# Cubic group, standard axes
p4 = projector(4, groups["Oh"])
print("Oh, l=4: projector entries (0,0) (0,4) (4,4):",
      *(f"{v:.6f}" for v in (p4[4, 4], p4[4, 8], p4[8, 8])))
assert np.allclose([p4[4, 4], p4[4, 8], p4[8, 8]],
                   [7/12, np.sqrt(35)/12, 5/12], atol=1e-10)
print("Td, l=3:", show(bases["Td", 3][:, 0], 3))
for l in (4, 6):
    print(f"Oh, l={l}:", show(bases["Oh", l][:, 0], l))
first_pair = next(l for l, n in enumerate(dims["Oh"]) if n > 1)
print("Oh: first degree with more than one harmonic:", first_pair)
for a in range(dims["Oh"][first_pair]):
    print(f"harmonic {a + 1}:")
    words = show(bases["Oh", first_pair][:, a], first_pair).split()
    for start in range(0, len(words), 3):
        print("  ", *words[start:start + 3])

# Same group with the z axis along a threefold axis
frame = np.array([[1, 1, -2], [-1, 1, 0], [1, 1, 1]], float)
frame /= np.linalg.norm(frame, axis=1)[:, None]
trigonal_oh = [frame @ g @ frame.T for g in groups["Oh"]]
p_turned = projector(4, trigonal_oh)
d_frame = rep_matrix(4, frame)
assert np.allclose(p_turned, d_frame @ p4 @ d_frame.T, atol=1e-10)
k_turned = orthonormal_range(p_turned)[:, 0]
assert np.allclose([k_turned[4]**2, k_turned[7]**2], [7/27, 20/27], atol=1e-10)
print("Oh, l=4, z on threefold axis:", show(k_turned, 4))

# An incomplete list of operations
bad = projector(4, [np.eye(3), c4])
defect = np.abs(bad @ bad - bad).max()
assert defect > 0.1 and abs(np.trace(bad) - round(np.trace(bad))) < 1e-10
assert round(np.trace(bad)) != dims["C4"][4]
print(f"list (E, C4) only, l=4: trace {np.trace(bad):.4f}, "
      f"max|P^2-P| {defect:.4f}")
print("complete C4, l=4: dimension", dims["C4"][4])


# Trigonal site with six equal point charges
def ligand_directions(theta):
    upper = np.array([[np.sin(theta)*np.cos(a), np.sin(theta)*np.sin(a),
                       np.cos(theta)] for a in np.radians([0, 120, 240])])
    return np.vstack([upper, -upper])


def find_site_group(directions):
    """Orthogonal maps that permute one shell of equal ligands."""
    found = []
    inverse = np.linalg.inv(directions[:3].T)
    for triple in permutations(range(len(directions)), 3):
        g = directions[list(triple)].T @ inverse
        if np.allclose(g @ g.T, np.eye(3), atol=1e-9):
            images = directions @ g.T
            distance = np.linalg.norm(images[:, None] - directions[None], axis=2)
            if distance.min(axis=1).max() < 1e-8:
                found.append(g)
    return found


theta_deg, bond, radius = 60.0, 2.0, 0.6
ligands = ligand_directions(np.radians(theta_deg))
site = find_site_group(ligands)
expected = close_group([c3, -turn([0, 1, 0], 180), inv])
assert {key(g) for g in site} == {key(g) for g in expected}
octahedron = ligand_directions(np.arccos(1 / np.sqrt(3)))
order_oct = len(find_site_group(octahedron))
assert order_oct == len(groups["Oh"])
coulomb = constants.e / (4*np.pi*constants.epsilon_0) * 1e10   # eV Angstrom
print(f"ligands: angle {theta_deg:.1f} deg, distance {bond:.1f} Angstrom")
print(f"site group order {len(site)}; regular octahedron {order_oct}")
print(f"e^2/(4 pi eps0) = {coulomb:.6f} eV Angstrom")

unit = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
direct = coulomb * sum(1 / np.linalg.norm(radius*unit - bond*n) for n in ligands)
partial, kept, series = 0.0, 0, {}
for l in range(LMAX + 1):
    p = projector(l, site)
    basis = orthonormal_range(p)
    kept += basis.shape[1]
    raw = real_harmonics(l, ligands).sum(axis=0)
    assert np.allclose(p @ raw, raw, atol=1e-9)
    coefficients = coulomb * 4*np.pi/(2*l + 1) / bond**(l + 1) * (basis.T @ raw)
    partial += radius**l * (real_harmonics(l, unit[None])[0] @ basis) @ coefficients
    series[l] = partial
    if l <= 4:
        for a, value in enumerate(coefficients):
            print(f"field l={l}: {value:+.6f} eV/Angstrom^{l} on",
                  show(basis[:, a], l))
ratio = radius / bond
for top in (4, 8, 12):
    bound = coulomb/bond * len(ligands) * ratio**(top + 2) / (1 - ratio**2)
    error = abs(series[top] - direct)
    assert error <= bound + 1e-10
    print(f"series to l={top}: {series[top]:.8f} eV, error {error:.1e}, "
          f"bound {bound:.1e}")
print(f"direct sum at r={radius} Angstrom along (1,2,3): {direct:.8f} eV")
print(f"harmonics kept to l={LMAX}: {kept} of {(LMAX + 1)**2}")

# The right group in the wrong orientation discards part of the field
twist = turn([0, 0, 1], 30)
wrong = projector(4, [twist @ g @ twist.T for g in site])
raw4 = real_harmonics(4, ligands).sum(axis=0)
lost = np.sum((raw4 - wrong @ raw4)**2) / np.sum(raw4**2)
assert lost > 0.01
print(f"l=4 weight lost with group turned by 30 deg: {lost:.6f}")
print("done: every assertion held")
```

Printed output:

```
groups tested: 33, degrees l = 0..12
largest error of D against integral: 3.2e-13
largest error of P^2=P, P^T=P: 1.6e-13
largest invariance error at points: 2.5e-14
number of lattice harmonics for l = 0..12
C1   order   1: 1 3 5 7 9 11 13 15 17 19 21 23 25
C2v  order   4: 1 1 2 2 3 3 4 4 5 5 6 6 7
C4v  order   8: 1 1 1 1 2 2 2 2 3 3 3 3 4
D3d  order  12: 1 0 1 0 2 0 3 0 3 0 4 0 5
D6h  order  24: 1 0 1 0 1 0 2 0 2 0 2 0 3
Td   order  24: 1 0 0 1 1 0 1 1 1 1 1 1 2
O    order  24: 1 0 0 0 1 0 1 0 1 1 1 0 2
Oh   order  48: 1 0 0 0 1 0 1 0 1 0 1 0 2
Ih   order 120: 1 0 0 0 0 0 1 0 0 0 1 0 1
Oh, l=4: projector entries (0,0) (0,4) (4,4): 0.583333 0.493007 0.416667
Td, l=3: +1.000000*S(3,-2)
Oh, l=4: +0.763763*S(4,0) +0.645497*S(4,4)
Oh, l=6: -0.353553*S(6,0) +0.935414*S(6,4)
Oh: first degree with more than one harmonic: 12
harmonic 1:
   +0.275915*S(12,0) -0.388493*S(12,4) +0.878342*S(12,8)
   +0.038203*S(12,12)
harmonic 2:
   +0.638432*S(12,0) +0.510104*S(12,4) +0.576367*S(12,12)
Oh, l=4, z on threefold axis: +0.509175*S(4,0) +0.860663*S(4,3)
list (E, C4) only, l=4: trace 5.0000, max|P^2-P| 0.5000
complete C4, l=4: dimension 3
ligands: angle 60.0 deg, distance 2.0 Angstrom
site group order 12; regular octahedron 48
e^2/(4 pi eps0) = 14.399645 eV Angstrom
field l=0: +153.136242 eV/Angstrom^0 on +1.000000*S(0,0)
field l=2: -2.140144 eV/Angstrom^2 on +1.000000*S(2,0)
field l=4: -0.922207 eV/Angstrom^4 on +1.000000*S(4,0)
field l=4: +2.167144 eV/Angstrom^4 on +1.000000*S(4,3)
series to l=4: 42.91262207 eV, error 1.6e-03, bound 3.5e-02
series to l=8: 42.91100720 eV, error 2.2e-05, bound 2.8e-04
series to l=12: 42.91098471 eV, error 1.8e-07, bound 2.3e-06
direct sum at r=0.6 Angstrom along (1,2,3): 42.91098489 eV
harmonics kept to l=12: 19 of 169
l=4 weight lost with group turned by 30 deg: 0.846679
done: every assertion held
```
